# Grid error in direct tunnelling through a thin gate oxide: a program that tests the result

```python
"""
Result under test: a three-point finite-difference grid of spacing a turns the
true amplitude decay kappa into kappa_g = (2/a) arcsinh(kappa a/2).  For
kappa = 0.64 per angstrom, a = 1 angstrom and a barrier of width d = 1.5 nm,
the factor exp(-2 kappa d) is then overestimated by about 37 percent.
Symbols: phi = barrier height above the electron energy (eV), k = wave number
in the leads.  Lengths are in angstrom inside the program, energies in eV.
Decay factors are measured from scattering solutions at two thicknesses.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

HBAR2_2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e20   # eV angstrom^2
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10      # eV angstrom


def decay(mass, height):
    """Continuum amplitude decay rate, or wave number, per angstrom."""
    return np.sqrt(mass * height / HBAR2_2M)


def grid_decay(kappa, a):
    return 2 / a * np.arcsinh(kappa * a / 2)


def grid_transmission(a, kappa_squared, k_left, k_right):
    """Scattering on the grid: outgoing wave on the right, recursion leftward."""
    theta_l = np.arccos(1 - (k_left * a)**2 / 2)
    theta_r = np.arccos(1 - (k_right * a)**2 / 2)
    right, here = np.exp(1j * theta_r), 1.0 + 0j
    for s in kappa_squared[::-1]:
        right, here = here, (2 + a * a * s) * here - right
    incident = (right - here * np.exp(-1j * theta_l)) / (2j * np.sin(theta_l))
    return np.sin(theta_r) / (np.sin(theta_l) * abs(incident)**2)


def continuum_transmission(kappa, d, k, mass_barrier, mass_lead):
    """Match wave and derivative/mass at both faces of a flat barrier."""
    e = np.exp(-kappa * d)
    g, v = kappa / mass_barrier, 1j * k / mass_lead
    matrix = np.array([[1, -1, -e, 0],
                       [-v, g, -g * e, 0],
                       [0, e, 1, -1],
                       [0, -g * e, g, -v]], dtype=complex)
    return abs(np.linalg.solve(matrix, np.array([-1, -v, 0, 0]))[3])**2


# Inputs
kappa, width, spacing = 0.64, 15.0, 1.0
mass_oxide, mass_silicon = 0.50, 0.92
energy, bias, gap, temperature = 0.10, 1.0, 9.0, 300.0
eps_oxide, eps_silicon = 2.13, 11.7
phi = HBAR2_2M * kappa**2 / mass_oxide
k = decay(mass_oxide, energy)
sites = round(width / spacing)


def measured_grid_factor(a, rate):
    """Extra attenuation when the barrier grows from d to 2d."""
    n = round(width / a)
    thin = grid_transmission(a, np.full(n, rate**2), k, k)
    thick = grid_transmission(a, np.full(2 * n, rate**2), k, k)
    return thick / thin


# Exponential factor: grid and continuum scattering against the decay laws
t_true = continuum_transmission(kappa, width, k, mass_oxide, mass_oxide)
t_true_thick = continuum_transmission(kappa, 2 * width, k, mass_oxide, mass_oxide)
factor_true = t_true_thick / t_true
factor_grid = measured_grid_factor(spacing, kappa)
kappa_g = grid_decay(kappa, spacing)
assert abs(factor_true / np.exp(-2 * kappa * width) - 1) < 1e-5
assert abs(factor_grid / np.exp(-2 * kappa_g * width) - 1) < 1e-6
ratio = factor_grid / factor_true
assert abs(ratio - 1.37) < 0.005
log_ratio = 2 * (kappa - kappa_g) * width

# Small-spacing law, and its next term at the full spacing
leading = kappa**3 * spacing**2 * width / 12
second = -2 * width * 3 * kappa**5 * spacing**4 / 640
quarter = measured_grid_factor(0.25, kappa) / factor_true
half = measured_grid_factor(0.5, kappa) / factor_true
assert abs(np.log(quarter) / (leading / 16) - 1) < 0.01
assert abs((leading + second) / np.log(ratio) - 1) < 0.005
spacing_one = np.sqrt(12 * np.log(1.01) / (kappa**3 * width))
sites_one = int(np.ceil(width / spacing_one))
ratio_one = measured_grid_factor(width / sites_one, kappa) / factor_true
assert 1.009 < ratio_one < 1.01

# Whole transmission, including the interface prefactor
t_grid = grid_transmission(spacing, np.full(sites, kappa**2), k, k)
prefactor_ratio = (1 - (k * spacing)**2 / 4) * (1 + (kappa * spacing)**2 / 4)
assert abs(t_grid / t_true / (ratio * prefactor_ratio) - 1) < 1e-4
prefactor_true = 16 * k**2 * kappa**2 / (k**2 + kappa**2)**2
assert abs(t_true / (prefactor_true * np.exp(-2 * kappa * width)) - 1) < 1e-5

# Compensated barrier restores the true decay at this energy
kappa_comp = 2 / spacing * np.sinh(kappa * spacing / 2)
phi_rise = phi * ((kappa_comp / kappa)**2 - 1)
assert abs(measured_grid_factor(spacing, kappa_comp) / factor_true - 1) < 1e-5

# Voltage across the oxide: linear barrier, direct solution and WKB


def biased_transmission(a):
    n = round(width / a)
    heights = phi - bias * (np.arange(n) + 0.5) / n
    return grid_transmission(a, heights * mass_oxide / HBAR2_2M, k, k_out)


k_out = decay(mass_oxide, energy + bias)
kappa_out = decay(mass_oxide, phi - bias)
exponent_bias = 2 * quad(lambda x: decay(mass_oxide, phi - bias * x / width),
                         0, width)[0]
exponent_bias_grid = 2 * quad(lambda x: grid_decay(
    decay(mass_oxide, phi - bias * x / width), spacing), 0, width)[0]
t_bias = biased_transmission(0.02)
wkb_bias = (4 * k * kappa / (k**2 + kappa**2) * 4 * k_out * kappa_out
            / (k_out**2 + kappa_out**2) * np.exp(-exponent_bias))
assert abs(t_bias / wkb_bias - 1) < 0.05      # WKB slope corrections: percents
ratio_bias = np.exp(exponent_bias - exponent_bias_grid)
faces = np.sqrt((1 - (k * spacing)**2 / 4) * (1 + (kappa * spacing)**2 / 4)
                * (1 - (k_out * spacing)**2 / 4)
                * (1 + (kappa_out * spacing)**2 / 4))
total_bias = biased_transmission(spacing) / t_bias
assert abs(total_bias / (ratio_bias * faces) - 1) < 0.03

# Image lowering at midplane: closed form against solved interface conditions
reflection = (eps_silicon - eps_oxide) / (eps_silicon + eps_oxide)
image = COULOMB / (eps_oxide * width) * np.log1p(reflection)


def induced(q):
    h = q * width / 2
    system = np.array([[2 * np.cosh(h), -1],
                       [2 * eps_oxide * np.sinh(h), eps_silicon]])
    source = np.array([-np.exp(-h), eps_oxide * np.exp(-h)])
    return 2 * np.linalg.solve(system, source)[0]


image_solved = -COULOMB / (2 * eps_oxide) * quad(induced, 0, 40 / width)[0]
assert abs(image_solved / image - 1) < 1e-6


def gain(new_kappa, new_width=width):
    return np.exp(2 * kappa * width - 2 * new_kappa * new_width)


gain_image = gain(decay(mass_oxide, phi - image))

# Two-band decay law checked with the two-band matrix at imaginary wave number
kappa_two = kappa * np.sqrt(1 - phi / gap)
coupling = np.sqrt(gap * HBAR2_2M / mass_oxide)
off = 1j * coupling * kappa_two
levels = np.linalg.eigvals(np.array([[gap, off], [off, 0]]))
assert min(abs(levels - (gap - phi))) < 1e-8

# Mass step, thermal energy, thickness, and a high-k layer
t_step = continuum_transmission(kappa, width, decay(mass_silicon, energy),
                                mass_oxide, mass_silicon)
thermal = const.k * temperature / const.e
mass_hf, phi_hf, width_hf = 0.20, 1.5, 30.0
kappa_hf = decay(mass_hf, phi_hf)
ratio_hf = np.exp(2 * width_hf * (kappa_hf - grid_decay(kappa_hf, spacing)))
n_hf = round(width_hf / spacing)
k_hf = decay(mass_hf, energy)
hf_grid = [grid_transmission(spacing, np.full(n, kappa_hf**2), k_hf, k_hf)
           for n in (n_hf, 2 * n_hf)]
hf_true = [continuum_transmission(kappa_hf, w, k_hf, mass_hf, mass_hf)
           for w in (width_hf, 2 * width_hf)]
assert abs(hf_grid[1] / hf_grid[0] * hf_true[0] / hf_true[1] / ratio_hf - 1) < 1e-4


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("true decay", kappa, "1/angstrom")
show("barrier width", width / 10, "nm")
show("grid spacing", spacing, "angstrom")
show("oxide mass", mass_oxide, "electron masses")
show("barrier above electron energy", phi, "eV")
show("grid decay", kappa_g, "1/angstrom", 5)
show("relative decay error", 100 * (1 - kappa_g / kappa), "%", 3)
show("true exponent 2 kappa d", 2 * kappa * width, "", 5)
show("grid exponent", 2 * kappa_g * width, "", 5)
show("exponent difference", log_ratio)
show("true exponential factor", factor_true)
show("grid exponential factor", factor_grid)
show("overestimate of factor", 100 * (ratio - 1), "%", 3)
show("leading exponent difference", leading)
show("next term", second, "", 3)
show("overestimate, leading term only", 100 * np.expm1(leading), "%", 3)
show("overestimate at 0.5 angstrom", 100 * (half - 1), "%", 3)
show("overestimate at 0.25 angstrom", 100 * (quarter - 1), "%", 3)
show("spacing for 1 % error", spacing_one, "angstrom", 3)
show("equivalent thinning", log_ratio / (2 * kappa) / 10, "nm", 3)
show("incident energy", energy, "eV")
show("lead wave number", k, "1/angstrom")
show("true whole transmission", t_true)
show("grid whole transmission", t_grid)
show("grid/true prefactor", prefactor_ratio)
show("overestimate of whole transmission", 100 * (t_grid / t_true - 1), "%", 3)
show("compensating barrier rise", phi_rise, "eV", 3)
show("oxide voltage", bias, "V")
show("oxide field", bias / width * 100, "MV/cm", 3)
show("bias: gain of exponential factor", gain(exponent_bias / (2 * width)), "", 3)
show("bias: gain of whole transmission", t_bias / t_true, "", 3)
show("bias: grid overestimate of factor", 100 * (ratio_bias - 1), "%", 3)
show("bias: grid overestimate of whole", 100 * (total_bias - 1), "%", 3)
show("oxide optical permittivity", eps_oxide, "(relative)")
show("silicon permittivity", eps_silicon, "(relative)")
show("image lowering at midplane", image, "eV", 3)
show("image: gain of factor", gain_image, "", 3)
show("oxide gap", gap, "eV")
show("two-band decay", kappa_two, "1/angstrom", 3)
show("two-band: gain of factor", gain(kappa_two), "", 3)
show("silicon mass", mass_silicon, "electron masses")
show("mass step: whole transmission times", t_step / t_true, "", 3)
show("temperature", temperature, "K")
show("thermal energy", thermal, "eV", 3)
show("energy up by kT: gain of factor", gain(decay(mass_oxide, phi - thermal)), "", 3)
show("0.1 nm thinner: gain of factor", gain(kappa, width - 1), "", 3)
show("hafnium oxide mass", mass_hf, "electron masses")
show("hafnium oxide barrier", phi_hf, "eV")
show("hafnium oxide width", width_hf / 10, "nm")
show("hafnium oxide decay", kappa_hf, "1/angstrom", 3)
show("hafnium oxide grid overestimate", 100 * (ratio_hf - 1), "%", 3)
print("tests ok")
```

Output:

```
true decay: 0.64 1/angstrom
barrier width: 1.5 nm
grid spacing: 1 angstrom
oxide mass: 0.5 electron masses
barrier above electron energy: 3.121 eV
grid decay: 0.62955 1/angstrom
relative decay error: 1.63 %
true exponent 2 kappa d: 19.2
grid exponent: 18.887
exponent difference: 0.3134
true exponential factor: 4.587e-09
grid exponential factor: 6.276e-09
overestimate of factor: 36.8 %
leading exponent difference: 0.3277
next term: -0.0151
overestimate, leading term only: 38.8 %
overestimate at 0.5 angstrom: 8.44 %
overestimate at 0.25 angstrom: 2.06 %
spacing for 1 % error: 0.174 angstrom
equivalent thinning: 0.0245 nm
incident energy: 0.1 eV
lead wave number: 0.1146 1/angstrom
true whole transmission: 2.208e-09
grid whole transmission: 3.319e-09
grid/true prefactor: 1.099
overestimate of whole transmission: 50.3 %
compensating barrier rise: 0.108 eV
oxide voltage: 1 V
oxide field: 6.67 MV/cm
bias: gain of exponential factor: 5.11
bias: gain of whole transmission: 14
bias: grid overestimate of factor: 27.6 %
bias: grid overestimate of whole: 35.9 %
oxide optical permittivity: 2.13 (relative)
silicon permittivity: 11.7 (relative)
image lowering at midplane: 0.237 eV
image: gain of factor: 2.1
oxide gap: 9 eV
two-band decay: 0.517 1/angstrom
two-band: gain of factor: 39.7
silicon mass: 0.92 electron masses
mass step: whole transmission times: 0.559
temperature: 300 K
thermal energy: 0.0259 eV
energy up by kT: gain of factor: 1.08
0.1 nm thinner: gain of factor: 3.6
hafnium oxide mass: 0.2 electron masses
hafnium oxide barrier: 1.5 eV
hafnium oxide width: 3 nm
hafnium oxide decay: 0.281 1/angstrom
hafnium oxide grid overestimate: 5.63 %
tests ok
```
